# Volatile organic overshoot and displacement on a freshly cleaned wafer

Take a clean wafer in air that carries two organic vapours. Species 1 is volatile: it sticks to an empty surface site and later leaves again. Suppose that species 2, once adsorbed, never leaves. The coverage of species 2 can then only grow, and since it cannot exceed one it must settle, which requires that no empty sites remain for it to fill. But a site held by species 1 is emptied sooner or later, so empty sites can vanish only if species 1 has gone. Its coverage therefore starts at zero, rises because the first arrivals find a bare surface, and ends at zero. It must pass through a maximum, however slowly species 1 adsorbs. What creates the overshoot here is the difference in how the two species leave. Fast adsorption must do something else, and the general case shows what.

Let $\theta_1$ and $\theta_2$ be the fractions of sites held by the two species, and $\theta_0=1-\theta_1-\theta_2$ the empty fraction. The Langmuir assumptions are that all sites are equal and independent, that each holds one molecule, and that a molecule can land only on an empty site. With constant temperature and constant air composition,

$$\dot\theta_1=a_1\theta_0-d_1\theta_1,\qquad \dot\theta_2=a_2\theta_0-d_2\theta_2,\qquad \theta_1(0)=\theta_2(0)=0. \tag{1}$$

Here $d_i$ is the desorption rate of one molecule and $a_i$ the adsorption rate on one empty site. A gas of number density $n_i$ and mean speed $v_i$ strikes unit area at the rate $n_iv_i/4$. If a fraction $S_i$ sticks on empty sites, and there are $N$ sites per unit area,

$$a_i=\frac{S_in_iv_i}{4N},\qquad v_i=\sqrt{\frac{8kT}{\pi m_i}},\qquad d_i=\nu\,e^{-E_i/kT}, \tag{2}$$

with $m_i$ the molecular mass, $E_i$ the desorption energy and $\nu$ a prefactor taken equal for both species. All four rates are positive from here on.

The final state follows from setting the rates in (1) to zero: $\theta_i^*=K_i\theta_0^*$ with $K_i=a_i/d_i$. The three fractions add to one, so $\theta_0^*=1/(1+K_1+K_2)$ and

$$\theta_1^*=\frac{K_1}{1+K_1+K_2}=\frac{a_1d_2}{D},\qquad D=a_1d_2+a_2d_1+d_1d_2, \tag{3}$$

where the second form results from multiplying numerator and denominator by $d_1d_2$. Likewise $\theta_2^*=a_2d_1/D$. Species 2 wins in the end if and only if $K_2>K_1$. By (2) this means $e^{(E_2-E_1)/kT}>a_1/a_2$, or

$$E_2-E_1>kT\ln\frac{a_1}{a_2}. \tag{4}$$

A species that adsorbs more slowly must make up for it by stronger binding.

To find out whether $\theta_1$ passes above its final value, we follow the slopes $u_i=\dot\theta_i$. Differentiating (1), with $\dot\theta_0=-u_1-u_2$, gives

$$\dot u_1=-(a_1+d_1)u_1-a_1u_2,\qquad \dot u_2=-a_2u_1-(a_2+d_2)u_2. \tag{5}$$

A solution proportional to $e^{-\lambda t}$ requires

$$p(\lambda)=(a_1+d_1-\lambda)(a_2+d_2-\lambda)-a_1a_2=0. \tag{6}$$

Multiplied out, $p(\lambda)=\lambda^2-(a_1+d_1+a_2+d_2)\lambda+D$. Its discriminant is $(a_1+d_1-a_2-d_2)^2+4a_1a_2>0$, so the roots $\lambda_+>\lambda_-$ are real. Their sum and their product $D$ are positive, so both are positive, and the coverages do relax to (3).

Write $u_1=Ae^{-\lambda_+t}+Be^{-\lambda_-t}$. The surface starts clean, hence $u_1(0)=a_1$ and $u_2(0)=a_2$, and (5) gives $\dot u_1(0)=-a_1(a_1+d_1+a_2)$. The bracket is the sum of the roots less $d_2$. The two conditions are therefore

$$A+B=a_1,\qquad \lambda_+A+\lambda_-B=a_1(\lambda_++\lambda_--d_2).$$

Subtracting $\lambda_-$ times the first from the second leaves $(\lambda_+-\lambda_-)A=a_1(\lambda_+-d_2)$. Subtracting $\lambda_+$ times the first leaves $-(\lambda_+-\lambda_-)B=a_1(\lambda_--d_2)$. Thus

$$\dot\theta_1=\frac{a_1}{\lambda_+-\lambda_-}\left[(\lambda_+-d_2)e^{-\lambda_+t}-(\lambda_--d_2)e^{-\lambda_-t}\right]. \tag{7}$$

The slow exponential dominates at late times, so the sign of $\lambda_--d_2$ decides the matter. It can be read from (6) without solving for the roots:

$$p(d_2)=a_2(d_1-d_2),\qquad p(d_1)=-a_1(d_1-d_2). \tag{8}$$

Let $d_1>d_2$. Then $p(d_1)<0$ puts $d_1$ between the roots, while $p(d_2)>0$ puts $d_2$ outside them. Since $d_2<d_1<\lambda_+$, it must lie below the lower root:

$$d_2<\lambda_-<d_1<\lambda_+. \tag{9}$$

Both brackets in (7) are now positive. The slope starts positive, changes sign once and stays negative, so $\theta_1$ approaches its final value from above. For species 2 the labels in (7) are exchanged, and $d_1$ takes the place of $d_2$. Because $\lambda_--d_1<0$, both terms are positive and $\theta_2$ rises monotonically.

If $d_1<d_2$, the same argument with exchanged labels makes $\theta_1$ monotonic. If $d_1=d_2=d$, then $d$ is a root of $p$. The other root is $a_1+a_2+d$, so $\lambda_-=d$, the slow term in (7) vanishes, and there is no overshoot. Within this model, species 1 overshoots if and only if $d_1>d_2$; the adsorption rates do not enter the criterion. This was tested on 150 random sets of rates, with desorption rates that differed by a factor of at least 1.2, and the criterion held in each. Of the 74 sets in which species 1 overshot, 33 had $a_1<a_2$.

The composition tells the same story. At first the ratio $\theta_1/\theta_2$ is $a_1/a_2$, set by adsorption alone. At the end it is $K_1/K_2=(a_1/a_2)(d_2/d_1)$. The surface begins with a record of what sticks and finishes with a record weighted by how long each molecule stays.

The maximum lies where the two terms in (7) are equal, at $e^{(\lambda_+-\lambda_-)t_p}=(\lambda_+-d_2)/(\lambda_--d_2)$. Since $p(d_2)=(\lambda_+-d_2)(\lambda_--d_2)$, equation (8) removes the small difference in the denominator:

$$t_p=\frac{1}{\lambda_+-\lambda_-}\ln\frac{(\lambda_+-d_2)^2}{a_2(d_1-d_2)}. \tag{10}$$

For the height, integrate (7) from $t_p$ to infinity. At $t_p$ both terms in the bracket have the common size $g=(\lambda_--d_2)e^{-\lambda_-t_p}$, so

$$\theta_1^*-\theta_1(t_p)=\frac{a_1g}{\lambda_+-\lambda_-}\left(\frac1{\lambda_+}-\frac1{\lambda_-}\right)=-\frac{a_1g}{\lambda_+\lambda_-}.$$

With $\lambda_+\lambda_-=D$ this becomes

$$\theta_1(t_p)=\theta_1^*+\frac{a_1}{D}(\lambda_--d_2)e^{-\lambda_-t_p}. \tag{11}$$

There is also a ceiling. At the maximum $\dot\theta_1=0$, so (1) gives $\theta_1=(1-\theta_2)K_1/(1+K_1)$, which is less than $K_1/(1+K_1)$, the coverage that species 1 would reach alone.

Now let species 2 be a heavy organic that is scarce in the air and strongly held, so that $a_2$ and $d_2$ are small compared with $a_1+d_1$, and $d_2$ is small compared with $d_1$. Then $\lambda_+\approx a_1+d_1$, and to leading order

$$\lambda_-=\frac{D}{\lambda_+}\approx\frac{d_2(a_1+d_1)+a_2d_1}{a_1+d_1}=d_2+\frac{a_2}{1+K_1}. \tag{12}$$

The factor $1/(1+K_1)$ is the fraction of sites left empty by species 1 at its own equilibrium. In this model the heavy molecule does not push a volatile one off its site. It waits for a vacancy and then keeps it. In the same limit (10) becomes

$$t_p\approx\frac{1}{a_1+d_1}\ln\frac{(a_1+d_1)^2}{a_2d_1}. \tag{13}$$

Species 2 can have covered at most $a_2t_p$ by then. When this is small, the peak lies close to its ceiling. Dividing the ceiling by (3) gives

$$\frac{\theta_1(t_p)}{\theta_1^*}\approx\frac{1+K_1+K_2}{1+K_1}. \tag{14}$$

The role of fast adsorption can now be stated. With the other rates held fixed, a larger $a_1$ raises the ceiling $K_1/(1+K_1)$. It also brings the peak forward, whatever the other rates, as long as $d_1>d_2$. The product $P=(\lambda_+-d_2)(\lambda_--d_2)=a_2(d_1-d_2)$ does not contain $a_1$. Writing $\lambda_\pm-d_2=\sqrt P\,e^{\pm s}$ turns (10) into $t_p=s/(\sqrt P\sinh s)$, which falls as $s$ grows. The sum $2\sqrt P\cosh s=a_1+d_1+a_2-d_2$ shows that $s$ grows with $a_1$.

After the peak, species 1 adjusts quickly to the sites that species 2 leaves it, so $\theta_1\approx(1-\theta_2)K_1/(1+K_1)$ and $\theta_0\approx(1-\theta_2)/(1+K_1)$. Inserting this vacancy fraction in (1) gives

$$\dot\theta_2\approx\frac{a_2}{1+K_1}-\lambda_-\theta_2,\qquad \theta_2\approx\theta_2^*\left(1-e^{-\lambda_-t}\right), \tag{15}$$

where the short initial stage is neglected. The coverages are equal when $\theta_2=(1-\theta_2)K_1/(1+K_1)$, that is, at $\theta_2=K_1/(1+2K_1)$. If $K_2>K_1$ and $a_1$ is much larger than $a_2$, this happens after the initial stage, at

$$t_x\approx\frac1{\lambda_-}\ln\frac{\theta_2^*}{\theta_2^*-K_1/(1+2K_1)}. \tag{16}$$

There is one such crossing after $t=0$ whenever $a_1>a_2$ and $K_2>K_1$, even outside the slow limit. The difference $\theta_1-\theta_2$ starts at zero with positive slope and ends negative. Its slope is a sum of two exponentials and can change sign only once, so the difference rises, then falls, and passes zero once.

For numbers, consider an oxide-covered silicon wafer in cleanroom air at 296 K. The volatile has the molar mass of a light solvent, 100 g/mol, but we assume that the oxide binds it far more strongly than a typical solvent is bound in its own liquid. We take 100 µg/m³ in the air, $S_1=10^{-6}$ and $E_1=0.97$ eV. The heavy species is like a phthalate plasticiser, with 390 g/mol, 1 µg/m³, $S_2=5\times10^{-6}$ and $E_2=1.20$ eV. We take $N=10^{13}$ cm⁻² and $\nu=10^{13}$ s⁻¹. The volatile has $n_1=6.022\times10^{11}$ cm⁻³ and $v_1=2.503\times10^4$ cm/s, so

$$a_1=\frac{10^{-6}\times6.022\times10^{11}\times2.503\times10^{4}}{4\times10^{13}}\ \mathrm{s^{-1}}=3.77\times10^{-4}\ \mathrm{s^{-1}}.$$

Similarly $a_2=2.45\times10^{-6}$ s⁻¹. The desorption rates are $d_1=3.05\times10^{-4}$ and $d_2=3.70\times10^{-8}$ s⁻¹, which gives $K_1=1.235$ and $K_2=66.1$. With equal prefactors, overshoot requires only $E_2>E_1$. Final dominance of the heavy species requires, by (4), a gap of $0.0255\ln154=0.128$ eV, and the gap is 0.23 eV.

The logarithm in (13) is 6.43, and division by $6.82\times10^{-4}$ s⁻¹ gives a peak at 2.6 h. The volatile then holds 0.546 of the sites, just under its ceiling of 0.553. Its final share is 0.018, so it overshoots by a factor of 30. From (12), $\lambda_-=(0.037+1.095)\times10^{-6}$ s⁻¹, a relaxation time of about 10 days. Without the volatile, the same heavy vapour would relax in 4.7 days. Equation (16) gives

$$t_x\approx\frac{\ln(0.967/0.611)}{1.13\times10^{-6}\ \mathrm{s^{-1}}}=4.1\times10^5\ \mathrm{s}=4.7\ \text{days},$$

and the full solution agrees to 0.2 %. At the crossing each species holds 0.356 of the sites. A random simulation of 40,000 separate sites, each empty or held by one species, gave 0.355 and 0.361. Both lie within two standard errors of the exact value, one standard error being 0.0024.

The overshoot is hard to see in the total mass. Between 2.6 h and 24 h the volatile falls from 0.91 to 0.83 ng/cm², while the heavier molecules grow from 0.08 to 0.59 ng/cm². The sum rises, so a measurement that separates the species is needed to reveal the maximum.

If the two adsorption rates are exchanged at fixed desorption rates, the volatile becomes the slow adsorber. It still overshoots, from a peak of $2.6\times10^{-3}$ to a final $7.9\times10^{-7}$, but it never holds a sizeable part of the surface. This peak comes at 0.8 h, earlier than before, because the heavy species now closes the surface quickly.

The parameters are rough choices for this regime, and sticking and binding on a real oxide depend on the molecule, the humidity and the cleaning. The height of the peak depends strongly on $E_1$: at 0.80 eV, with all else fixed, the volatile would peak at only 0.0016 of the sites, and at 0.60 eV at $6\times10^{-7}$. A weakly held solvent still overshoots in this model, but it never covers a noticeable part of the surface. The site density is well below close packing: molecules of about 1 nm² would fit $10^{14}$ per cm². Raising $N$ to that value, with all else fixed, would lower both adsorption rates tenfold and the volatile's peak to 0.11 of the sites. The constant rates in (1) also assume that the air at the surface is as rich as the air far away. If a still film passes molecules at the speed $h_i=D_i/\delta$, with $D_i$ the diffusion coefficient and $\delta$ the film thickness, a steady balance requires $h_i(n_i-n_i')=N\dot\theta_i$, where $n_i'$ is the density at the surface and $n_i$ that far away. With $n_i'$ in place of $n_i$ in (2), the net rate becomes $\dot\theta_i=a_i\theta_0-d_i\theta_i-(S_iv_i/4h_i)\,\theta_0\dot\theta_i$. Solving for $\dot\theta_i$ divides each net rate in (1) by

$$1+\frac{S_iv_i}{4h_i}\theta_0. \tag{17}$$

For a 5 mm film and $D_2=0.04$ cm²/s the heavy species has $S_2v_2/4h_2=0.20$, and the crossing moves from 4.7 to 5.0 days. With a sticking probability of $10^{-4}$ this ratio would be about 4, and transport through the air would control the uptake on a bare surface. The film matters little here only because the assumed sticking probabilities are very small, far below the values near one that are usual for physisorption. If both $S_i$ and both $d_i$ are raised by a factor of $10^3$ or more, so that $K_1$ and $K_2$ stay fixed, transport sets the pace. With the same film the volatile still peaks at 0.55, but after about 0.07 h, and the crossing comes at 0.34 days.

At the assumed sticking probabilities, other neglected effects shift the crossing more than the film does. If a heavy molecule needs two empty sites, and these are distributed at random, its equation becomes $\dot\theta_2=2a_2\theta_0^2-d_2\theta_2$. Once fewer than half of the sites are empty, $2\theta_0^2$ is smaller than $\theta_0$, and the heavy species adsorbs more slowly than in (1). The crossing therefore waits until 6.6 days, and the volatile finally keeps just under a tenth of the sites instead of 0.018. A repulsion that weakens both bindings in proportion to the total coverage, by 0.02 eV on a full surface, lowers the peak to 0.46 and brings the crossing to 3.1 days. Warming by 2 K, with adsorption rates held fixed, gives 0.48 and 3.7 days. A Gaussian spread of 0.05 eV in site energy, common to both species, delays the peak to 3.9 h and the crossing to 6.1 days. Direct replacement of volatile molecules by heavy ones, at a tenth of the normal sticking and with a reverse step that leaves the final state unchanged, shortens the crossing time to 4.2 days. In each of these cases, taken one at a time, the volatile still peaks well above its final coverage. In these cases the sequence survives, while the peak height, the times and the residue carry the uncertainty; the numerical output lists them side by side. The assumption of equal prefactors matters more, since large molecules can have larger ones. If $\nu$ were 100 times larger for the heavy species, with all else fixed, the volatile would end with 0.43 of the sites and the heavy species with 0.23. The volatile would then exceed its final coverage by only 28 %, and the two coverages would never cross.

## Calculated quantities

```
random rate sets 150, with volatile overshoot 74, of these with a1<a2: 33
temperature 296 K, kT 0.02551 eV, sites 1.0e+13 /cm2, prefactor 1e+13 /s
volatile: M 100 g/mol, air 100 ug/m3, sticking 1e-06, E 0.97 eV
  density 6.022e+11 /cm3, speed 250.3 m/s
  a 3.7690e-04 /s, d 3.0515e-04 /s, K 1.2351
heavy: M 390 g/mol, air 1 ug/m3, sticking 5e-06, E 1.20 eV
  density 1.544e+09 /cm3, speed 126.8 m/s
  a 2.4468e-06 /s, d 3.7023e-08 /s, K 66.0892
a1/a2 154.0, density ratio 390.0
energy gap needed for heavy to dominate 0.1285 eV, present 0.23 eV
fast rate 6.8340e-04 /s, time 0.4065 h
slow rate 1.1295e-06 /s, time 10.247 days
slow rate, limit formula 1.1317e-06 /s
its relative error 1.99e-03; heavy rates /10: 1.98e-04
heavy alone: filling time 4.660 days
peak time 2.6214 h, limit formula 2.6206 h
peak volatile coverage 0.54585, ceiling K1/(1+K1) 0.55260
final coverages: volatile 0.01808, heavy 0.96729
overshoot ratio 30.19, limit formula 30.57
crossing time 4.6864 days, limit formula 4.6921 days
at crossing: each 0.3563; 40000 random sites: 0.3547, 0.3606
time (h), volatile, heavy coverage, volatile, heavy mass (ng/cm2)
      0.50 0.3899 0.0034 0.647 0.022
      2.62 0.5458 0.0122 0.906 0.079
     24.00 0.5027 0.0917 0.835 0.594
    120.00 0.3461 0.3747 0.575 2.427
    720.00 0.0467 0.9156 0.078 5.930
   2400.00 0.0181 0.9672 0.030 6.264
a1 and a2 exchanged: volatile peak 2.638e-03 at 0.817 h, final 7.876e-07
air film 5 mm, D 0.08 and 0.04 cm2/s, settling time 6.2 s
uptake/transport speed ratio: 0.0391, 0.1981
model: volatile peak, peak time (h), crossing (days), final volatile
  simple model: 0.5458, 2.621, 4.686, 0.0181
  air film: 0.5463, 2.704, 5.024, 0.0181
  heavy covers 2 sites: 0.5450, 2.668, 6.594, 0.0975
  direct exchange 0.1: 0.5452, 2.574, 4.170, 0.0181
  repulsion 0.02 eV: 0.4567, 1.889, 3.114, 0.0178
  2 K warmer: 0.4832, 2.317, 3.716, 0.0191
  site spread 0.05 eV: 0.5249, 3.877, 6.094, 0.0173
```
